\section*{How Dopant Binding Shifts the Charge-Transition Level of an Oxygen Vacancy}

\section{The error to be avoided}

An oxygen vacancy in a gate insulator stores charge that depends on the Fermi level. Suppose its level is calculated for a vacancy far from any dopant and then used for one that has a dopant beside it. In the model of Section 5, at zero temperature and with the Fermi level 3.58 eV above the valence-band edge, the isolated vacancy has charge $+1$. With a negatively charged dopant beside it, the vacancy has charge $+2$. The isolated level thus gives the wrong stored charge.

A second error comes from correcting the level by the whole difference of two binding energies when two electrons are transferred. In the same model this gives a shift of 0.333 eV where the true one is 0.166 eV. The theorem below fixes both the sign and the factor.

\section{Definitions and assumptions}

Let $V^q$ be an oxygen vacancy of charge $q$, $D^z$ a dopant of charge $z$, and $(VD)^{q+z}$ the pair. Charges are in units of the elementary charge and are counted relative to the perfect crystal. Electron energies and the Fermi level $E_F$ are measured from the valence-band edge of the bulk. The formation energy of a defect $X$ of charge $Q$ is
\begin{equation}
E_f[X^Q]=E[X^Q]-E_{\rm host}-\sum_i n_i\mu_i+QE_F .
\label{form}
\end{equation}
Here $E$ is a total energy, $n_i$ is the number of atoms of species $i$ added (negative if removed), and $\mu_i$ is their chemical potential. The last term has a plus sign because a defect of charge $Q$ has given $Q$ electrons to a reservoir at energy $E_F$.

The assumptions are these.

(A) Every energy belongs to the relaxed ground configuration of its charge state.

(B) The dopant has the same charge $z$ when isolated and when paired, before and after the transition.

(C) ``Isolated'' means infinitely far apart, in an otherwise perfect crystal.

The level $\varepsilon_V(q/q')$ is the Fermi level at which $V^q$ and $V^{q'}$ have equal formation energies. The level of the pair, $\varepsilon_{VD}$, is defined in the same way for the charges $q+z$ and $q'+z$. The binding energy, positive when the pair is stable, is
\begin{equation}
E_b(q)=E_f[V^q]+E_f[D^z]-E_f[(VD)^{q+z}] .
\label{bind}
\end{equation}

\section{Two lemmas and the theorem}

\paragraph{Lemma 1 (cost of charging).} Let $m=q-q'>0$. Adding $m$ electrons from the reservoir to $V^q$ changes the formation energy by
\begin{equation}
E_f[V^{q'}]-E_f[V^q]=m\,[\varepsilon_V(q/q')-E_F] .
\label{charge}
\end{equation}

\textit{Proof.} Both charge states contain the same atoms, so in the difference of two expressions \eqref{form} the host energy and the chemical potentials cancel:
\begin{equation}
E_f[V^{q'}]-E_f[V^q]=E[V^{q'}]-E[V^q]-mE_F .
\end{equation}
By definition this vanishes at $E_F=\varepsilon_V$, so $E[V^{q'}]-E[V^q]=m\varepsilon_V$. Substitution gives \eqref{charge}. The same argument holds for the pair, whose charge also falls by $m$.

\paragraph{Lemma 2 (binding does not depend on the reservoirs).}
\begin{equation}
E_b(q)=E[V^q]+E[D^z]-E[(VD)^{q+z}]-E_{\rm host} .
\end{equation}

\textit{Proof.} Insert \eqref{form} into \eqref{bind}. The pair contains the atoms added and removed by both defects, so the terms in $\mu_i$ cancel. The Fermi-level terms sum to $[q+z-(q+z)]E_F=0$. The host energy is subtracted twice for the separate defects and once for the pair, which leaves $-E_{\rm host}$.

\paragraph{Theorem.} Under (A), (B) and (C), for $q\ne q'$,
\begin{equation}
\varepsilon_{VD}(q+z/q'+z)-\varepsilon_V(q/q')
=\frac{E_b(q)-E_b(q')}{q-q'} .
\label{theorem}
\end{equation}
For a one-electron transition the shift is the difference of the binding energies. For the two-electron transition $(2+/0)$ it is half the difference.

\textit{Proof.} Take $q>q'$; exchanging the labels changes neither side. Start from $V^q$ and $D^z$ far apart and end with $(VD)^{q'+z}$. Along the first path the defects bind, which changes the energy by $-E_b(q)$, and the pair then receives $m$ electrons. Along the second path the vacancy receives the electrons first, and binding then changes the energy by $-E_b(q')$. Energy is a function of state, so by Lemma 1
\begin{equation}
-E_b(q)+m(\varepsilon_{VD}-E_F)
=m(\varepsilon_V-E_F)-E_b(q') .
\end{equation}
The terms $-mE_F$ cancel. Moving $E_b(q)$ to the right and $m\varepsilon_V$ to the left gives $m(\varepsilon_{VD}-\varepsilon_V)=E_b(q)-E_b(q')$. Division by $m=q-q'$ gives \eqref{theorem}.

\section{Consequences and limits}

\paragraph{Remark 1 (sign and point-charge limit).} Let $C=e^2/(4\pi\epsilon_0\epsilon_r)$, with $\epsilon_r$ the static relative permittivity. If vacancy and dopant act as point charges at distance $R$, with a further attraction $B$ that does not depend on $q$, then
\begin{equation}
E_b(q)=-\frac{qzC}{R}+B,\qquad
\varepsilon_{VD}-\varepsilon_V=-\frac{zC}{R} .
\end{equation}
An acceptor, $z<0$, raises the level: an electron on the vacancy is repelled by the negative dopant. A donor lowers it. The constant $B$ strengthens the binding and leaves the level alone, so strong binding by itself does not imply a large shift. As $R\to\infty$ the shift vanishes.

\paragraph{Remark 2 (correlation energy).} Define $U=\varepsilon(+/0)-\varepsilon(2+/+)$. The singly charged state has a range of stability if $U>0$. Applying \eqref{theorem} to each level and subtracting gives
\begin{align}
U_{VD}-U_V&=[E_b(+)-E_b(0)]-[E_b(2+)-E_b(+)]\nonumber\\
&=-[E_b(2+)-2E_b(+)+E_b(0)] .
\label{ushift}
\end{align}
Binding that is linear in $q$ moves both levels together. Curvature changes their separation and can, if large enough, change the sign of $U$. When $U<0$, the equilibrium transition is $(2+/0)$, and the factor one half matters.

\paragraph{Remark 3 (temperature).} At temperature $T$ a charge state with $N$ electrons on the vacancy has weight $\exp[(NE_F-F_N)/k_BT]$, where $F_N$ is its free energy. Two weights are equal at $E_F=(F_{N'}-F_N)/(N'-N)$. This is the zero-temperature expression with $F$ in place of $E$, so the theorem holds with binding free energies.

Suppose that the ground level has spin multiplicity $g_N$, that excited electronic states are negligible, and that charging leaves the vibration frequencies unchanged. Then $F_N=E_N-k_BT\ln g_N$ plus a term independent of $N$. With $g_0=g_2=1$ and $g_1=2$, the $(2+/+)$ crossing moves by $-k_BT\ln2$ and the $(+/0)$ crossing by $+k_BT\ln2$. If pairing leaves the multiplicities unchanged, these terms cancel in the shift.

\paragraph{Remark 4 (vertical levels).} An optical transition is faster than the motion of the atoms, so assumption (A) fails for its final state. The cycle still closes if the final energies of $V$ and $VD$ are each taken at the geometry of the initial state, but the resulting ``binding energy'' is then not that of relaxed defects.

\section{A worked model}

\paragraph{Energy function.} The vacancy is a core of charge $+2$ at the origin with two orbitals, at $+a$ and $-a$ on the line to the dopant. They hold $N=2-q$ electrons. The orbital energy is $e_0=4.2$ eV, the hopping energy $t=0.5$ eV, the repulsion of two electrons in one orbital $U_s=2.0$ eV, and $a=0.10$ nm. One coordinate $x$ describes the displacement of the neighbouring ions, with energy
\begin{equation}
E_{\rm lat}=\tfrac12Kx^2+(gN+fs)x,\qquad s=(R_0/R)^3 .
\end{equation}
Here $K=4000$ eV/nm$^2$, $g=40$ eV/nm is the force per electron, and $f=5$ eV/nm is the force from the dopant at $R_0=0.36$ nm. Setting the derivative to zero gives $x=-(gN+fs)/K$, and hence $E_{\rm lat}=-(gN+fs)^2/2K$.

The dopant is an acceptor, $z=-1$. It also has a strain attraction of $0.10s$ eV that is the same for every $q$. With $\epsilon_r=20$, $C=0.0720$ eV nm.

\paragraph{Isolated vacancy.} The energy of $V^{2+}$ is zero. One electron occupies the bonding combination, so
\begin{equation}
E_1=e_0-t-\frac{g^2}{2K}=4.2-0.5-0.2=3.500\ {\rm eV}.
\end{equation}
For two electrons in a spin singlet, the state with one electron on each orbital couples by $-2t$ to the even combination of the doubly occupied states, which lies $U_s$ higher. The lower eigenvalue of this two-by-two matrix gives
\begin{align}
E_2&=2e_0+\frac{U_s}{2}-\sqrt{\frac{U_s^2}{4}+4t^2}-\frac{(2g)^2}{2K}\nonumber\\
&=8.4+1.0-1.4142-0.8=7.186\ {\rm eV}.
\end{align}
The levels are therefore $\varepsilon_V(2+/+)=E_1=3.500$ eV and $\varepsilon_V(+/0)=E_2-E_1=3.686$ eV.

\paragraph{Binding energies.} At $R=R_0$ the dopant raises the near orbital by $C/(R_0-a)=0.277$ eV and the far one by $C/(R_0+a)=0.157$ eV. Their mean is $v=0.2167$ eV and half their difference is $\delta=0.0602$ eV. The dopant attracts the core with energy $-2C/R_0=-0.400$ eV. For the empty vacancy,
\begin{equation}
E_b(2+)=0.400+0.100+\frac{f^2}{2K}=0.503\ {\rm eV}.
\end{equation}
With one electron the two-orbital matrix gives $e_0+v-\sqrt{t^2+\delta^2}$, and the pair energy is
\begin{equation}
4.2+0.2167-0.5036-0.400-0.100-\frac{(45)^2}{8000}=3.160\ {\rm eV},
\end{equation}
so $E_b(+)=3.500-3.160=0.340$ eV. With two electrons, $\delta$ also mixes in the odd combination of doubly occupied states, and the energy was found numerically. The ground-state force on the dopant, with $x$ relaxed, was integrated from $R_0$ to infinity by Gauss--Legendre quadrature in the variable $1/R$. The work is $E_b(0)=0.171$ eV.

\paragraph{Shifts.} The theorem gives
\begin{align}
(2+/+):&\quad 0.5031-0.3400=0.1631\ {\rm eV},\nonumber\\
(+/0):&\quad 0.3400-0.1706=0.1694\ {\rm eV},\nonumber\\
(2+/0):&\quad \tfrac12(0.5031-0.1706)=0.1663\ {\rm eV}.
\end{align}
The levels of the pair are thus 3.663, 3.855 and 3.759 eV. Since $U>0$ for both the isolated and the paired vacancy, the $(2+/0)$ crossing is not an equilibrium transition here: at that Fermi level the state with one electron lies 0.09 to 0.10 eV lower. For the isolated vacancy $U$ becomes negative when $g$ exceeds about 48 eV/nm. A Fermi level of 3.58 eV lies above the isolated $(2+/+)$ level and below the paired one, which is the case in Section 1.

The first shift can be taken apart. The mean repulsion contributes $v=0.2167$ eV. The electron leans away from the dopant and gains $\sqrt{t^2+\delta^2}-t=0.0036$ eV. The cross term of the lattice energy contributes $-gf/K=-0.050$ eV. The sum is 0.1631 eV, against $C/R_0=0.200$ eV for point charges.

If $z$ is changed to $+1$ with all else fixed, the repulsion changes sign and the other two terms do not. The shift becomes $-0.2167-0.0036-0.0500=-0.2703$ eV. Donor and acceptor shifts are therefore not mirror images in this model.

By \eqref{ushift}, $U$ rises by 0.0063 eV, from 0.1858 to 0.1921 eV. The cross term of the lattice energy is linear in $N$ and does not contribute. The change comes from the electrons leaning away: since $U=E_2-2E_1+E_0$, the one-electron gain of 0.0036 eV enters twice with a positive sign, and the smaller two-electron gain enters once with a negative sign.

At 400 K, $k_BT\ln2=0.024$ eV. Each one-electron crossing moves by this amount, in the directions given in Remark 3, and the shift due to pairing is unaffected at the precision quoted.

\section{When the dopant does not keep its charge}

Let the isolated dopant be neutral below an acceptor level $E_A$ and have charge $-1$ above it. Next to $V^{2+}$ the ionised dopant gains $2C/R_0=0.400$ eV, so its level there is $E_A-0.400$ eV. The strain terms are taken to be the same for the neutral dopant.

For $E_A=0.5$ eV the dopant is ionised well before the vacancy captures an electron. Capture then occurs at the predicted 3.66 eV.

For $E_A=5.0$ eV the dopant beside $V^{2+}$ stays neutral up to 4.6 eV. When the vacancy captures its first electron there is no Coulomb repulsion, and the lattice cross term remains. The level is $3.500-0.050=3.45$ eV. The fixed-charge prediction is then wrong by about 0.21 eV, and even the direction of the shift is wrong. The theorem still relates the energies of the states named in it, but these are no longer the equilibrium states.

\section{Comparison with a hafnium oxide gate insulator}

The parameters are round numbers in the rough regime of hafnium oxide with a trivalent dopant, such as yttrium or lanthanum, on a hafnium site. A permittivity near 20 and a gap of 5.7 eV are typical. The distance $R_0$ is an effective one: the cations nearest to an oxygen site are roughly 0.2 nm away and the next ones roughly 0.4 nm. Real films also offer many inequivalent sites. The use of bulk screening at such short range is also doubtful. With $\epsilon_r=10$ and the other parameters fixed, the $(2+/+)$ shift grows from 0.16 to 0.37 eV. The shift also depends on the distance chosen and on the assumed force $f$. At $R=0.20$ nm it is 0.13 eV for $\epsilon_r=20$, 0.06 eV for $\epsilon_r=25$ and close to zero for $\epsilon_r=30$. At $R_0$ and $\epsilon_r=20$, each further 5 eV/nm in $f$ lowers it by 0.05 eV, and at $f=25$ eV/nm it is $-0.04$ eV. For an acceptor that keeps its charge, the model therefore shows only that the Coulomb part is of the order of tenths of an electronvolt. The lattice term can cancel much or all of it, so neither the size nor the sign of the shift in a real film follows from this model.

\paragraph{Other dopants.} If 1\% of the cations are dopants and there are 28 cations per nm$^3$, a sphere containing one dopant on average has radius $[3/(4\pi\times0.28)]^{1/3}=0.95$ nm. A charge at that distance moves an electron level by $C/(0.95\ {\rm nm})=0.076$ eV. Assumption (C) thus fails by an amount that is not small beside the shift, and levels in a doped film should be spread. The effect of one dopant gives only the order of magnitude of this spread. The potentials of many dopants add, and the result depends on how the charges are arranged and on screening by the electrodes.

\paragraph{Electrode and field.} A charge $Q$ at depth $d$ from a metal has image energy $-Q^2C/4d$. For $d=2$ nm the unit $C/4d$ is 0.009 eV. Capture raises the isolated level by $2^2-1^2=3$ units and the paired level by $1^2-0^2=1$ unit, if the pair is treated as a single charge. The shift therefore falls by 0.018 eV. A field of 5 MV/cm, roughly the breakdown strength, changes the shift by at most 0.006 eV when it points either way along the pair axis. Relative to the electrode, the same field moves both levels by $0.5\ {\rm V/nm}\times2\ {\rm nm}$, or 1 eV.

\paragraph{Tunnelling.} The paired level lies $5.7-3.663=2.04$ eV below the conduction band. For a rectangular barrier and a rough mass of 0.2 electron masses, the decay constant is $\kappa=3.27$ nm$^{-1}$. An attempt time of $10^{-13}$ s gives an escape time $10^{-13}e^{2\kappa d}\approx5\times10^{-8}$ s at $d=2$ nm. The corresponding broadening, about $10^{-8}$ eV, is negligible. This estimate omits the lattice relaxation that accompanies the transfer and any field across the barrier. The effect of a field depends on its direction: at 5 MV/cm the same estimate with a tilted barrier gives about $8\times10^{-9}$ s if the barrier falls toward the electrode and about $2\times10^{-7}$ s if it rises.

\paragraph{Incomplete pairing.} Let a vacancy have $Z=8$ neighbouring dopant sites, and let a fraction $c=0.01$ of all such sites be occupied. Like $R_0$, this $Z$ is an effective number: in the cubic fluorite structure the two nearest cation shells of an oxygen site hold 4 and 12 sites. Let dopants greatly outnumber vacancies. The vacancies then cannot balance the charge of the dopants, so other positive charge is assumed to do so. Without it, the potentials of the dopants would add up and shift all levels. If double occupation is neglected, the paired share $p$ follows from the ratio of Boltzmann weights,
\begin{equation}
\frac{p}{1-p}=Zc\,e^{E_b/k_BT} .
\end{equation}
At 1000 K this gives 0.96, 0.81 and 0.37 for vacancies of charge $+2$, $+1$ and $0$. At 400 K all three shares exceed 0.9.

The neglect of double occupation is reasonable only for the neutral vacancy. A second dopant on the side opposite the first is bound less strongly by about $C/2R_0=0.100$ eV, the repulsion between the two dopants, provided its force on $x$ adds to that of the first. At 1000 K the odds that this site is filled too are therefore about $c\,e^{(E_b-0.100\ {\rm eV})/k_BT}$, which is 1 for charge $+2$ and 0.02 for charge 0. For charged vacancies the shares thus show only that most have a dopant beside them. Many have more than one, and the level of a single pair does not describe those.

If the atoms are frozen in place on cooling from an anneal at 1000 K, the shares at 1000 K apply. With the parameters used here, most neutral vacancies would then be unpaired. This result is fragile. The Coulomb part of $E_b(0)$ is $-0.03$ eV, so the binding comes wholly from the assumed strain terms. Half the vacancies are paired once $E_b(0)$ reaches 0.22 eV, and the model gives 0.30 eV at $R=0.30$ nm. Raising $c$ to 0.02 lifts the paired share to 0.54. The levels of vacancies that do stay unpaired lack the shift caused by a neighbouring dopant but are still spread by more distant ones.
